# Current Relaxation by Exchange Between Two Counterpropagating Carrier Populations

## Problem

Electrons of charge $-e$ move along a line, all with the same speed $v$. Their density is $n_+$ for motion to the right and $n_-$ for motion to the left. Scattering reverses the velocity of a carrier with probability $w$ per unit time, the same for both directions. The system is uniform along the line, and no electric field acts.

**(a)** Write the balance equations. Show that the total density stays constant and that the current density decays at the rate $2w$.

**(b)** Obtain the decay again by following a single carrier. How far does a carrier that starts to the right travel on average before its direction is forgotten?

**(c)** Take $v=1$ nm/fs, $w=0.0125$ fs$^{-1}$, a total density of $5\times10^{20}$ cm$^{-3}$ and an initial excess of right-movers of $1.2\times10^{17}$ cm$^{-3}$. Follow the populations and the current in time.

**(d)** What changes if the two reversal rates differ, if the densities vary along the line, or if the Pauli principle blocks occupied final states?

**(e)** In a metal the carriers move in all directions of space. Relate $w$ to the rate $\Gamma$ of isotropic scattering.

**(f)** The numbers in (c) are in the regime of copper at room temperature. For a copper line 40 nm in diameter, estimate some of the effects that the model leaves out.

## Solution

### (a) Two balance equations

The rate $w$ belongs to each carrier. In a short time $\delta t$, a fraction $w\,\delta t$ of the right-movers turns left, so the number changing direction per volume is $w n_+\delta t$. In the same time $w n_-\delta t$ left-movers turn right. Each population loses the first kind of event and gains the second, or the reverse:

$$\dot n_+=-w n_++w n_-,\qquad \dot n_-=+w n_+-w n_- .$$

A dot denotes the time derivative. It matters that $w$ is a rate per carrier. If instead a fixed and equal number of carriers crossed each way per volume and time, gain and loss would cancel in both equations and the current would not relax at all. The current decays because the larger population sends more carriers across.

Adding the equations gives the total density $n=n_++n_-$:

$$\dot n=(-w n_++w n_-)+(w n_+-w n_-)=0 .$$

Each carrier lost by one population is gained by the other, so $n$ is constant.

Subtracting them gives the difference $d=n_+-n_-$:

$$\dot d=(-w n_++w n_-)-(w n_+-w n_-)=-2w n_++2w n_-=-2w\,d .$$

The factor 2 has a simple origin. One reversal from right to left lowers $n_+$ by one carrier and also raises $n_-$ by one, so the difference changes by two.

To solve the equation, multiply $d$ by $e^{2wt}$ and differentiate:

$$\frac{\mathrm d}{\mathrm dt}\left(d\,e^{2wt}\right)=(\dot d+2w d)\,e^{2wt}=0 .$$

The product therefore keeps its initial value $d_0$, and

$$d(t)=d_0e^{-2wt}.$$

Since $n_+=(n+d)/2$ and $n_-=(n-d)/2$,

$$n_\pm(t)=\frac n2\pm\frac{d_0}{2}e^{-2wt}.$$

Right-movers carry the current density $(-e)(+v)n_+$ and left-movers carry $(-e)(-v)n_-$. Their sum is

$$j=-ev(n_+-n_-)=-ev\,d,\qquad j(t)=j(0)\,e^{-2wt}.$$

This is the required result. The current relaxation time is $\tau=1/(2w)$. At short times $j\approx j(0)(1-2wt)$. At long times both populations approach $n/2$: the carriers still move at speed $v$, but their currents cancel. For $w\to0$ the current persists.

### (b) The same result from one carrier

Let $P_N(t)$ be the probability that a carrier has reversed $N$ times by time $t$. It grows when a carrier with $N-1$ reversals reverses once more, and falls when one with $N$ reversals does so:

$$\dot P_N=wP_{N-1}-wP_N ,\qquad P_{-1}=0 .$$

With no reversals at the start, the solution is the Poisson distribution

$$P_N=e^{-wt}\frac{(wt)^N}{N!}.$$

Differentiating the exponential gives $-wP_N$, and differentiating the power gives $wP_{N-1}$, as required.

After $N$ reversals the velocity is $(-1)^N$ times its initial value. The average of this sign is

$$\sum_{N=0}^{\infty}(-1)^NP_N=e^{-wt}\sum_{N=0}^{\infty}\frac{(-wt)^N}{N!}=e^{-wt}e^{-wt}=e^{-2wt}.$$

One factor $e^{-wt}$ is the probability of no reversal. The other comes from carriers that have reversed: those with an odd number of reversals outweigh those with an even number of two or more, and they carry current the opposite way. The current thus falls faster than the number of carriers that have never been scattered.

A carrier that starts to the right has mean velocity $ve^{-2wt}$, so its mean displacement is

$$\langle x(t)\rangle=\int_0^t v e^{-2wt'}\,\mathrm dt'=\frac{v}{2w}\left(1-e^{-2wt}\right)\;\longrightarrow\;\frac{v}{2w}=v\tau .$$

The mean distance to the first reversal is $v/w$, twice as large. Later reversals bring the average carrier part of the way back.

### (c) Numbers

The decay rate is $2w=2\times0.0125=0.025$ fs$^{-1}$. This gives

$$\tau=\frac1{0.025\ \text{fs}^{-1}}=40\ \text{fs},\qquad \frac1w=80\ \text{fs},\qquad v\tau=40\ \text{nm}.$$

The current halves in $\ln2/(2w)=27.7$ fs. With $v=10^8$ cm/s, its initial magnitude is

$$|j(0)|=(1.602\times10^{-19}\ \text{C})(10^8\ \text{cm/s})(1.2\times10^{17}\ \text{cm}^{-3})=1.92\ \text{MA/cm}^2 .$$

Its sign is negative, because electrons moving right carry charge current to the left. Direct numerical integration of the two balance equations gives the following values, with densities in $10^{17}$ cm$^{-3}$:

| $t$ (fs) | $n_+$ | $n_-$ | $n$ | $j$ (MA/cm$^2$) |
|---:|---:|---:|---:|---:|
| 0 | 2500.600 | 2499.400 | 5000.000 | −1.923 |
| 20 | 2500.364 | 2499.636 | 5000.000 | −1.166 |
| 40 | 2500.221 | 2499.779 | 5000.000 | −0.707 |
| 80 | 2500.081 | 2499.919 | 5000.000 | −0.260 |
| 120 | 2500.030 | 2499.970 | 5000.000 | −0.096 |

At 40 fs the current has fallen by the factor $e^{-1}$. The many digits in the densities are needed because the current rests on a small imbalance, $d_0/n=2.4\times10^{-4}$.

Part (b) can be tested without the balance equations. For 300,000 carriers with random, exponentially distributed times between reversals, the mean velocity sign at 40 fs was 0.3666. The formula $e^{-2wt}$ gives 0.3679, whereas $e^{-wt}$ would give 0.6065. The statistical error of such a mean is at most $1/\sqrt{300000}\approx0.002$, so the sample agrees with the rate $2w$ and excludes $w$.

### (d) Conditions on the result

**Unequal rates.** Let right-movers reverse at rate $a$ and left-movers at rate $b$. Then $\dot n_+=-an_++bn_-$ and $\dot n_-=an_+-bn_-$. The sum still vanishes. The difference obeys

$$\dot d=-2an_++2bn_-=-a(n+d)+b(n-d)=-(a+b)d+(b-a)n .$$

It relaxes at the rate $a+b$, but towards the value that makes the right side zero,

$$d_\infty=\frac{b-a}{a+b}\,n .$$

For $a=0.015$ fs$^{-1}$ and $b=0.010$ fs$^{-1}$ the relaxation rate is again 0.025 fs$^{-1}$, yet $d_\infty/n=-0.2$: a current remains. Equal rates are therefore needed for decay to zero. In thermal equilibrium they follow from the absence of current, since $n_+=n_-$ and the balance $an_+=bn_-$ require $a=b$. Unequal rates need something that keeps the system out of equilibrium.

**Non-uniform densities.** Carriers now also stream along $x$:

$$\partial_tn_++v\,\partial_xn_+=-wn_++wn_-,\qquad \partial_tn_--v\,\partial_xn_-=wn_+-wn_- .$$

The sum and the difference of these equations are

$$\partial_tn+v\,\partial_xd=0,\qquad \partial_td+v\,\partial_xn=-2wd .$$

The local density is no longer constant. On a closed ring, however, the integral of an $x$-derivative over the circumference vanishes, so the ring average of $n$ is constant and that of $d$ decays as $e^{-2wt}$.

As an example, take a ring of length $\ell=200$ nm and add right-movers with density $1.2\,[1+0.5\cos(2\pi x/\ell)]$, in units of $10^{17}$ cm$^{-3}$, to a uniform balanced background. After 40 fs the mean added density is still 1.2000, and the mean difference is $1.2\,e^{-1}=0.4415$. Locally, the density has changed by up to nearly 0.5. The electric field that such a density wave would create in a metal is left out here.

**Pauli blocking.** Let $f_+$ and $f_-$ be the occupations of two states of equal energy and opposite velocity. A reversal needs an occupied initial state and an empty final one. The net rate from right to left is

$$wf_+(1-f_-)-wf_-(1-f_+)=wf_+-wf_- ,$$

because the products $wf_+f_-$ cancel. For elastic exchange with equal rates, the balance equations therefore hold in a degenerate metal too. With unequal rates a term $-(a-b)f_+f_-$ would survive, so the result for $d_\infty$ above applies to low occupations.

### (e) Carriers moving in all directions

Let $\theta$ be the angle between a carrier's velocity and the line, and write $c=\cos\theta$. For isotropic directions, $c$ is spread evenly between $-1$ and 1. Let $F(c)$ be the density of carriers per unit $c$. Isotropic scattering at rate $\Gamma$ removes carriers from every direction and returns them evenly:

$$\dot F(c)=-\Gamma F(c)+\frac{\Gamma}{2}\int_{-1}^{1}F(c')\,\mathrm dc' .$$

Call carriers with $c>0$ right-movers. After a scattering event half of them still have $c>0$ and half have $c<0$. The reversal rate is thus $w=\Gamma/2$.

The current is proportional to $\int cF\,\mathrm dc$. Multiply the equation by $c$ and integrate. The returned carriers contribute nothing, since $\int_{-1}^1c\,\mathrm dc=0$, and what remains is

$$\dot j=-\Gamma j=-2w\,j .$$

The factor 2 thus reconciles two ways of counting: half of the scattering events are reversals, and each reversal counts twice in the difference. For scattering that favours small angles, the simple relation fails. Carriers moving nearly sideways then cross between the hemispheres more easily than those moving along the line, so no single $w$ describes the difference $d$ for all initial distributions. The current itself still decays exponentially if the scattering depends only on the deflection angle $\chi$: each event leaves on average the fraction $\langle\cos\chi\rangle$ of the forward velocity, so the rate is $\Gamma(1-\langle\cos\chi\rangle)$.

The size of the current for a given $d$ does change. For a disturbance of the form $\delta F\propto c$, which is odd in direction, the mean forward speed per unit of difference is

$$v\,\frac{\int_{-1}^{1}c^2\,\mathrm dc}{\int_{-1}^{1}|c|\,\mathrm dc}=v\,\frac{2/3}{1}=\frac23v .$$

The initial imbalance in (c) would then carry about 1.3 MA/cm$^2$ instead of 1.9 MA/cm$^2$, with the same decay rate.

### (f) A thin copper line

A mean free path of about 40 nm, a resistivity of about 1.7 µΩ cm and a current density of order 1 MA/cm$^2$ are rough typical values for copper and for heavily loaded interconnects at room temperature. The density in (c) stands for the thermally active carriers near the Fermi energy $E_F$. States far below it are filled equally in both directions and cancel in $d$. With rough values $E_F=7$ eV and $N_e=8.5\times10^{22}$ cm$^{-3}$ for the electron density, the free-electron density of states is

$$g=\frac{3N_e}{2E_F}=1.82\times10^{22}\ \text{eV}^{-1}\text{cm}^{-3}.$$

At 300 K, where $k_BT=25.85$ meV, this gives $gk_BT=4.7\times10^{20}$ cm$^{-3}$, close to the chosen density. Each direction holds half of the states, so the chemical potentials of the two populations differ by $2d_0/g=13$ µeV. This is far below $k_BT$, and a treatment linear in the imbalance is justified.

**Walls.** For isotropic velocities, the number of carriers hitting a wall per area and time is

$$\frac{N v}{2}\int_0^1c\,\mathrm dc=\frac{N v}{4},$$

where $N$ is their density and $c$ is now measured from the wall normal. A cylinder of diameter $D$ has wall area $4/D$ per volume. The mean hit rate per carrier is therefore $(v/4)(4/D)=v/D$, which is $1/40=0.025$ fs$^{-1}$ here. This equals $2w$. The current is carried mainly by carriers moving near the axis, which hit the wall less often: a carrier at angle $\theta$ to the axis has the mean hit rate $4v\sin\theta/(\pi D)$, and weighting with $\cos^2\theta$ gives an initial rate of $3v/(4D)$. If the walls scatter carriers diffusely, the decay is therefore not a single exponential, but its mean time is roughly halved; walls that reflect like mirrors along the line add no relaxation. In real lines, grain boundaries can add further reversals. Their effect depends on grain size and reflection and can also be large; it is not estimated here.

**Inelastic scattering.** Phonons change the carrier energy by $\pm\hbar\omega$. Let $f$ be the occupation of a state at energy $E$, let $f_\pm$ now mean the equilibrium occupations at $E\pm\hbar\omega$, and let $N_q$ be the phonon number. Apart from a common factor, loss minus gain is

$$f\,[(N_q+1)(1-f_-)+N_q(1-f_+)]-(1-f)\,[(N_q+1)f_++N_qf_-].$$

The coefficient of $f$ is the rate at which a small disturbance leaves that energy:

$$(N_q+1)(1-f_-)+N_q(1-f_+)+(N_q+1)f_++N_qf_-=2N_q+1+f_+-f_- .$$

Far from the Fermi energy $f_+-f_-$ vanishes, while at the Fermi energy it is negative. For $\hbar\omega=25$ meV at 300 K, the rate at the Fermi energy is 0.80 of the rate far away. If each phonon event also randomizes the direction, this is the relaxation rate of the current at that energy. It then varies with energy, by up to about 20% for this phonon energy, and the decay need not be a pure exponential. The total number of carriers is still conserved.

**Induction.** The model sets the electric field to zero. In a circuit, a falling current induces a field that opposes its fall. To linear order a field $E$ adds a term proportional to $E$ to $\dot j$. Its coefficient follows from the steady state, which must be $j=E/\rho$ with resistivity $\rho$:

$$\dot j=-\frac j\tau+\frac{E}{\rho\tau}.$$

Let the line have cross-section $A$ and carry $I=jA$. Multiplying by $\rho\tau$ gives

$$L_k\dot I+RI=E,\qquad L_k=\frac{\rho\tau}{A},\quad R=\frac{\rho}{A},$$

both per length. The kinetic inductance $L_k$ expresses the inertia of the carriers. With a magnetic inductance $L_m$ per length, a closed circuit without a source has $E=-L_m\dot I$. Hence $(L_k+L_m)\dot I=-RI$, and the decay time is

$$\tau_c=\frac{L_k+L_m}{R}=\tau\left(1+\frac{L_m}{L_k}\right).$$

Let the current return through a thin coaxial shell, whose resistance and kinetic inductance are neglected, of radius $b=100$ nm around the wire of radius $r_0=20$ nm. For uniform current density the magnetic field is $\mu_0Ir/(2\pi r_0^2)$ inside the wire and $\mu_0I/(2\pi r)$ between wire and shell. Equating the field energy to $L_mI^2/2$ gives

$$L_m=\frac{\mu_0}{2\pi}\left[\int_0^{r_0}\frac{r^3}{r_0^4}\,\mathrm dr+\int_{r_0}^{b}\frac{\mathrm dr}{r}\right]=\frac{\mu_0}{2\pi}\left[\frac14+\ln\frac b{r_0}\right].$$

The values are $L_m=0.37$ pH/µm and $L_k=0.54$ pH/µm, so their ratio is 0.69 and

$$\tau_c=40\ \text{fs}\times1.69\approx68\ \text{fs}.$$

This uses the bulk $\tau$ and $\rho$, without wall scattering. It also depends on the rounded speed in (c). A free electron with $E_F=7$ eV moves at about 1.6 nm/fs, so a mean free path of 40 nm would mean $\tau\approx25$ fs. This is the value consistent with the quoted resistivity and electron density, since free electrons of mass $m$ have $\rho\tau=m/(N_ee^2)$. Then $L_k=\rho\tau/A$ is about 0.33 pH/µm, $L_m/L_k$ is about 1.1, and induction lengthens the decay by a factor of about 2, to a little over 50 fs. When inertia dominates, a field penetrates the metal to a depth of about $\sqrt{\rho\tau/\mu_0}$, which is 23 nm for $\tau=40$ fs and 18 nm for $\tau=25$ fs. That is comparable with the wire radius, so the current density does not stay uniform. With the same local law, however, letting the current redistribute over the cross-section changes the decay time by less than 1%. The local relation between field and current is itself rough, because the mean free path is longer than both lengths. For a thicker wire at fixed $b/r_0$, $L_m$ stays the same while $L_k$ falls as $1/A$, and induction matters more.

The rate $2w$ is thus the bulk relaxation rate at zero field. In this line, diffuse walls would raise it by a factor of about two, while induction alone would lengthen the decay by a factor of roughly two. Neither 40 fs nor 68 fs should be read as the switching-off time of a real interconnect, which also depends on its driver, its load and its capacitance. Most of the values used here are collected in the numerical output.

## Computed values

```
speed v = 1.00 nm/fs
reversal rate w = 0.0125 1/fs
current decay rate 2w = 0.0250 1/fs
mean time between reversals 1/w = 80.0 fs
current relaxation time tau = 40.0 fs
mean free path v*tau = 40.0 nm
half-life of current = 27.73 fs
total density n = 5.00e+20 cm^-3
initial difference d = 1.20e+17 cm^-3
initial d/n = 2.40e-04
columns: t (fs); n+, n-, n (1e17 cm^-3); j (MA/cm^2)
   0.00  2500.600  2499.400  5000.000  -1.9226
  20.00  2500.364  2499.636  5000.000  -1.1661
  27.73  2500.300  2499.700  5000.000  -0.9613
  40.00  2500.221  2499.779  5000.000  -0.7073
  80.00  2500.081  2499.919  5000.000  -0.2602
 120.00  2500.030  2499.970  5000.000  -0.0957
random carriers, t = 20 fs: mean sign 0.6079, exp(-2wt) 0.6065, exp(-wt) 0.7788
random carriers, t = 40 fs: mean sign 0.3666, exp(-2wt) 0.3679, exp(-wt) 0.6065
random carriers, t = 80 fs: mean sign 0.1354, exp(-2wt) 0.1353, exp(-wt) 0.3679
number of random carriers = 300000
unequal rates a, b = 0.015, 0.010 1/fs
unequal rates: final d/n = -0.200
ring length = 200 nm, time = 40 fs
ring: mean excess density, start 1.2000, end 1.2000 (1e17 cm^-3)
ring: mean difference at end = 0.4415 (1e17 cm^-3)
ring: largest local density change = 0.474 (1e17 cm^-3)
temperature = 300 K, kT = 25.85 meV
rough Fermi energy = 7.0 eV
rough electron density = 8.5e+22 cm^-3
density of states g = 1.82e+22 1/(eV cm^3)
thermally active density g*kT = 4.71e+20 cm^-3
chemical potential difference = 13.2 ueV
angular factor of mean forward speed = 0.6667
phonon energy = 25 meV
out-rate at Fermi level / far away = 0.798
wire diameter = 40 nm, return radius = 100 nm
wall hit rate v/D = 0.0250 1/fs
wall hit rate / 2w = 1.00
rough resistivity = 1.7 uOhm cm
kinetic inductance = 0.541 pH/um
magnetic inductance = 0.372 pH/um
L_m/L_k = 0.69
decay time with induction = 67.5 fs
field penetration depth = 23.3 nm
```
